# Why Momentum-Conserving Friction Raises the Resistance of a Compensated Metal: a numerical check

```python
"""Result under test: momentum-conserving electron-hole friction eta gives
  rho = [a_e a_h/(a_e+a_h) + eta] / (n e)^2          when n = p (unbounded in eta),
  rho -> (a_e+a_h) / [e (p-n)]^2 for eta -> infinity  when n != p (saturates).
n, p: electron and hole densities; a_e, a_h: drag of the lattice on each pocket
(force density per drift velocity); eta: mutual friction in the same unit.
A lattice-gas Boltzmann equation tests the same statement beyond relaxation times,
and the golden rule supplies eta for two parabolic pockets with screened repulsion
or attraction (only the square of the interaction enters)."""
import numpy as np
from scipy.constants import e, hbar, k as kB, m_e as m0, epsilon_0 as eps0
from scipy.linalg import expm
from scipy.special import expit

MICRO_OHM_CM = 1e-8  # ohm m


# ---------- two-fluid model ----------
def drift_velocities(a_e, a_h, eta, n, p, field):
    drag = np.array([[a_e + eta, -eta], [-eta, a_h + eta]])
    return np.linalg.solve(drag, np.array([-n * e * field, p * e * field]))


def resistivity(a_e, a_h, eta, n, p):
    v_e, v_h = drift_velocities(a_e, a_h, eta, n, p, 1.0)
    return 1.0 / (e * (p * v_h - n * v_e))


# ---------- microscopic friction ----------
def screening_sq(me, mh, kF):
    return e**2 * (me + mh) * kF / (np.pi**2 * hbar**2 * eps0)


def interaction(q, kappa2):
    return e**2 / (eps0 * (q**2 + kappa2))


def eta_low_T(T, me, mh, kF):
    kappa2 = screening_sq(me, mh, kF)
    kap, Q = np.sqrt(kappa2), 2 * kF
    integral = (e**2 / eps0)**2 * (np.arctan(Q / kap) / (2 * kap)
                                 - Q / (2 * (Q**2 + kappa2)))
    return (kB * T)**2 * (me * mh / hbar**4)**2 * hbar * integral / (36 * np.pi**3)


def eta_finite_T(T, me, mh, kF, nq=4000, nx=400):
    """Quadrature over momentum and energy transfer with thermal pockets."""
    kT = kB * T
    dq, dx = 4 * kF / nq, 40.0 / nx
    q = ((np.arange(nq) + 0.5) * dq)[:, None]
    x = ((np.arange(nx) + 0.5) * dx)[None, :]
    product = 1.0
    for m in (me, mh):
        mu = (hbar * kF)**2 / (2 * m)
        eq = (hbar * q)**2 / (2 * m)
        y = (mu - (x * kT - eq)**2 / (4 * eq)) / kT
        product = product * (np.logaddexp(0, y) - np.logaddexp(0, y - x))
    energy_part = 2 * np.sum(product / (4 * np.sinh(x / 2)**2), axis=1) * dx * kT**3
    w2 = interaction(q[:, 0], screening_sq(me, mh, kF))**2
    q_part = np.sum(q[:, 0]**2 * w2 * energy_part) * dq
    prefactor = (1 / (2 * kT)) * (2 * np.pi / hbar) / (2 * np.pi**2) * hbar**2 / 3
    return prefactor * (me * mh / hbar**4)**2 / (4 * np.pi**4) * q_part


def eta_monte_carlo(T, me, mh, kF, chunks=8, size=500000):
    """Direct sampling of the collision integral: both initial momenta and the
    direction of the final relative momentum; energy is conserved exactly."""
    rng = np.random.default_rng(7)
    kT, kmax, M = kB * T, 1.7 * kF, me + mh
    mr = me * mh / M
    kappa2 = screening_sq(me, mh, kF)

    def direction():
        v = rng.normal(size=(size, 3))
        return v / np.linalg.norm(v, axis=1)[:, None]

    def filled(kvec, m):
        k2 = np.sum(kvec**2, axis=1)
        return expit(-hbar**2 * (k2 - kF**2) / (2 * m * kT))

    total = total_sq = 0.0
    volume = 4 * np.pi * kmax**3 / 3
    factor = 4 * (volume / (2 * np.pi)**3)**2 * (2 * np.pi / hbar) / (2 * kT)
    for _ in range(chunks):
        ke = direction() * (kmax * rng.random(size)**(1 / 3))[:, None]
        kh = direction() * (kmax * rng.random(size)**(1 / 3))[:, None]
        K, rel = ke + kh, (mh * ke - me * kh) / M
        size_rel = np.linalg.norm(rel, axis=1)
        rel_new = direction() * size_rel[:, None]
        q2 = np.sum((rel_new - rel)**2, axis=1)
        occ = (filled(ke, me) * filled(kh, mh)
               * (1 - filled(me * K / M + rel_new, me))
               * (1 - filled(mh * K / M - rel_new, mh)))
        final_states = 4 * np.pi * mr * size_rel / (hbar**2 * (2 * np.pi)**3)
        val = factor * occ * interaction(np.sqrt(q2), kappa2)**2 \
            * hbar**2 * q2 / 3 * final_states
        total += val.sum()
        total_sq += (val**2).sum()
    N = chunks * size
    mean = total / N
    return mean, np.sqrt((total_sq / N - mean**2) / N)


# ---------- lattice-gas Boltzmann equation (dimensionless, unit masses) ----------
R, TEMP = 7, 2.0
grid = np.array([(a, b) for a in range(-R, R + 1) for b in range(-R, R + 1)
                 if a * a + b * b <= R * R])
NS = len(grid)
energy = np.sum(grid**2, axis=1) / 2.0
first, second = np.divmod(np.arange(NS * NS), NS)
pair_K = grid[first] + grid[second]
pair_E = np.sum(grid[first]**2 + grid[second]**2, axis=1)
key = ((pair_K[:, 0] + 50) * 1000 + pair_K[:, 1] + 50) * 1000 + pair_E
order = np.argsort(key, kind="stable")
cuts = np.flatnonzero(np.diff(key[order])) + 1
groups = [g for g in np.split(order, cuts) if len(g) > 1]


def collisions(f1, f2, off1, off2):
    """Binary collisions between all pairs of equal total momentum and energy."""
    C = np.zeros((2 * NS, 2 * NS))
    occupied = f1[first] * f2[second]
    empty = (1 - f1[first]) * (1 - f2[second])
    for g in groups:
        W = np.outer(occupied[g], empty[g])
        W = (W + W.T) / 2
        lap = np.diag(W.sum(axis=1)) - W
        sides = (first[g] + off1, second[g] + off2)
        for r in sides:
            for c in sides:
                C[np.ix_(r, c)] += lap
    return C / TEMP


def lattice_gas(mu_e, mu_h):
    fe, fh = expit((mu_e - energy) / TEMP), expit((mu_h - energy) / TEMP)
    weight = np.concatenate([fe * (1 - fe), fh * (1 - fh)]) / TEMP
    rates = np.concatenate([1 + 0.1 * energy, 0.5 + 0.15 * energy])
    charge = np.concatenate([-np.ones(NS), np.ones(NS)])
    kx = np.concatenate([grid[:, 0], grid[:, 0]]).astype(float)
    U = np.zeros((2 * NS, 2))
    U[:NS, 0], U[NS:, 1] = kx[:NS], kx[NS:]
    L = np.diag(weight * rates)
    C = collisions(fe, fh, 0, NS)
    scale = (U[:, 0] @ L @ U[:, 0]) / (U[:, 0] @ C @ U[:, 0])
    return dict(fe=fe, fh=fh, weight=weight, X=charge * kx * weight, U=U,
                L=L, C=C * scale, scale=scale, P=kx)


def rho_full(g, lam, C=None):
    C = g["C"] if C is None else C
    return 1 / (g["X"] @ np.linalg.solve(g["L"] + lam * C, g["X"]))


def rho_drifted(g, lam):
    b = g["U"].T @ g["X"]
    return 1 / (b @ np.linalg.solve(g["U"].T @ (g["L"] + lam * g["C"]) @ g["U"], b))


comp, unco = lattice_gas(4.0, 4.0), lattice_gas(4.0, 2.0)
nullities = []
for g in (comp, unco):
    assert np.max(np.abs(g["C"] @ g["P"])) < 1e-10 * np.max(np.abs(g["C"]))
    s = 1 / np.sqrt(g["weight"])
    g["eval"], g["evec"] = np.linalg.eigh(s[:, None] * g["C"] * s[None, :])
    g["live"] = g["eval"] > 1e-10 * g["eval"][-1]
    nullities.append(int(np.sum(~g["live"])))
# two carrier numbers, energy and two momentum components, nothing else
assert nullities == [5, 5]
overlap = unco["X"] @ unco["P"]
imbalance = unco["fh"].sum() - unco["fe"].sum()
assert abs(overlap / imbalance - 1) < 0.01
assert abs(comp["X"] @ comp["P"]) < 1e-10 * abs(overlap)

proj = comp["evec"].T @ (comp["X"] / np.sqrt(comp["weight"]))
rho_C = 1 / np.sum(proj[comp["live"]]**2 / comp["eval"][comp["live"]])
rho_L = rho_full(comp, 0.0)
ceiling = (unco["P"] @ unco["L"] @ unco["P"]) / overlap**2
rho_L_unco = rho_full(unco, 0.0)
gas_rows = []
for lam in (1.0, 10.0, 100.0, 1e4):
    r, upper, ru = rho_full(comp, lam), rho_drifted(comp, lam), rho_full(unco, lam)
    lower = rho_L + lam * rho_C
    assert lower * (1 - 1e-7) <= r <= upper * (1 + 1e-7)
    assert ru <= ceiling * (1 + 1e-7)
    gas_rows.append((lam, lower / rho_L, r / rho_L, upper / rho_L, ru / rho_L_unco))
assert abs(rho_full(comp, 1e4) / (1e4 * rho_C) - 1) < 0.01
assert abs(rho_full(unco, 1e4) / ceiling - 1) < 0.01
C_same = comp["scale"] * (collisions(comp["fe"], comp["fe"], 0, 0)
                          + collisions(comp["fh"], comp["fh"], NS, NS))
rho_same = rho_full(comp, 1e4, C_same)
assert abs(rho_same / rho_drifted(comp, 0.0) - 1) < 0.01

# ---------- worked example: rough two-pocket model in the regime of Ru ----------
n = 1e28
me, mh = 2.0 * m0, 2.5 * m0
tau_e, tau_h, T = 60e-15, 50e-15, 300.0
kF = (3 * np.pi**2 * n)**(1 / 3)
EF_e, EF_h = [(hbar * kF)**2 / (2 * m) for m in (me, mh)]
kappa2 = screening_sq(me, mh, kF)
a_e, a_h = n * me / tau_e, n * mh / tau_h
eta = eta_low_T(T, me, mh, kF)

# friction: collision integral -> quadrature -> closed low-temperature formula
T_test = 0.15 * EF_e / kB
mc, mc_err = eta_monte_carlo(T_test, me, mh, kF)
quad = eta_finite_T(T_test, me, mh, kF)
assert mc_err < 0.02 * mc and abs(mc - quad) < 4 * mc_err
low_ratio = eta_finite_T(10.0, me, mh, kF) / eta_low_T(10.0, me, mh, kF)
assert abs(low_ratio - 1) < 0.015
smear_ratio = eta_finite_T(T, me, mh, kF) / eta

# two-fluid formulas against the solved force balance
rho_lat = a_e * a_h / (a_e + a_h) / (n * e)**2
rho_fric = eta / (n * e)**2
rho_tot = resistivity(a_e, a_h, eta, n, n)
assert abs(rho_tot / (rho_lat + rho_fric) - 1) < 1e-10
p_un = 0.9 * n
a_hu = p_un * mh / tau_h
rho_sat = (a_e + a_hu) / (e * (p_un - n))**2
assert abs(resistivity(a_e, a_hu, 1e7 * eta, n, p_un) / rho_sat - 1) < 1e-3
sigma_formula = e**2 * (n**2 * a_hu + p_un**2 * a_e + eta * (p_un - n)**2) \
    / (a_e * a_hu + eta * (a_e + a_hu))
assert abs(resistivity(a_e, a_hu, eta, n, p_un) * sigma_formula - 1) < 1e-10

j = 1e10  # A/m^2
field = rho_tot * j
v_e, v_h = drift_velocities(a_e, a_h, eta, n, n, field)
heat = np.array([a_e * v_e**2, a_h * v_h**2, eta * (v_e - v_h)**2])
assert abs(heat.sum() / (j * field) - 1) < 1e-10
assert abs(a_e * v_e + a_h * v_h) < 1e-9 * abs(a_e * v_e)


def current_without_lattice(p, t):
    """Current after time t in a field of 1 V/m, starting from rest."""
    A = np.array([[-eta / (n * me), eta / (n * me), -e / me],
                  [eta / (p * mh), -eta / (p * mh), e / mh], [0, 0, 0]])
    ve, vh, _ = expm(A * t) @ np.array([0.0, 0.0, 1.0])
    return e * (p * vh - n * ve)


t1 = 1e-10
assert abs(current_without_lattice(n, t1) * rho_fric - 1) < 1e-6
slope = (current_without_lattice(p_un, 2 * t1) - current_without_lattice(p_un, t1)) / t1
slope_formula = (e * (p_un - n))**2 / (n * me + p_un * mh)
assert abs(slope / slope_formula - 1) < 1e-6

# neglected effects
rho_umklapp = resistivity(a_e + eta, a_h + eta, eta, n, n)
mass_ratio = eta_low_T(T, 1.2 * me, 1.2 * mh, kF) / eta
mfp_e, mfp_h = hbar * kF / me * tau_e, hbar * kF / mh * tau_h
film = 20e-9
surface = 1 + 3 * max(mfp_e, mfp_h) / (8 * film)
coupling = mh * kF / (np.pi**2 * hbar**2) * interaction(0.0, kappa2)
plasma = hbar * np.sqrt(n * e**2 / eps0 * (1 / me + 1 / mh)) / e
rho_limit = hbar * kF**2 / (2 * n * e**2)
u = MICRO_OHM_CM

print("LATTICE GAS (dimensionless; friction 1 = electron lattice drag)")
print(f"states per pocket {NS}; collision invariants {nullities[0]}")
print("friction: lower bound, full, drifted bound (n=p); full (n!=p); /lattice value")
for row in gas_rows:
    print(f"  {row[0]:7.0f}: {row[1]:.4g}, {row[2]:.4g}, {row[3]:.4g}; {row[4]:.4g}")
print(f"n!=p: hole/electron density {unco['fh'].sum()/unco['fe'].sum():.3f}, "
      f"ceiling/lattice value {ceiling/rho_L_unco:.4g}")
print(f"n=p, same-pocket collisions only, strength 1e4: {rho_same/rho_L:.4f}")
print("FRICTION TESTS")
print(f"Monte Carlo/quadrature at {T_test:.0f} K: {mc/quad:.4f} +- {mc_err/quad:.4f}")
print(f"quadrature/T^2 formula at 10 K: {low_ratio:.4f}")
print("RU-LIKE MODEL (rough round parameters)")
print(f"n = p = {n/1e6:.2e} cm^-3; masses {me/m0:.1f}, {mh/m0:.1f} m0; T = {T:.0f} K")
print(f"lattice times {tau_e*1e15:.0f}, {tau_h*1e15:.0f} fs")
print(f"kF = {kF*1e-9:.3f} nm^-1; screening wavenumber = {np.sqrt(kappa2)*1e-9:.2f} nm^-1")
print(f"Fermi energies {EF_e/e:.3f}, {EF_h/e:.3f} eV")
print(f"Fermi temperatures {EF_e/kB:.0f}, {EF_h/kB:.0f} K")
print(f"a_e = {a_e:.3e}, a_h = {a_h:.3e}, eta = {eta:.3e} kg m^-3 s^-1")
print(f"lattice resistivity = {rho_lat/u:.3f} uohm cm")
print(f"friction resistivity = {rho_fric/u:.3f} uohm cm")
print(f"total resistivity = {rho_tot/u:.3f} uohm cm = {rho_tot:.3e} ohm m")
print(f"friction coefficient = {rho_fric/u/T**2:.3e} uohm cm K^-2")
print(f"at j = {j/1e10:.0f} MA/cm^2: E = {field/100:.3f} V/cm")
print(f"v_e = {v_e:.3f} m/s; v_h = {v_h:.3f} m/s; v_h-v_e = {v_h-v_e:.3f} m/s")
print("heat shares electron drag, hole drag, friction: "
      + ", ".join(f"{100*x:.2f}" for x in heat / heat.sum()) + " %")
print("eta multiplier: rho for p=n; rho for p=0.9n (uohm cm)")
for s in (1, 10, 100, 1000, 10000):
    print(f"  {s:6d}: {resistivity(a_e, a_h, s*eta, n, n)/u:.4g}; "
          f"{resistivity(a_e, a_hu, s*eta, n, p_un)/u:.4g}")
print(f"saturation for p=0.9n = {rho_sat/u:.1f} uohm cm")
print(f"no lattice drag, p=n: rho = {1/current_without_lattice(n, t1)/u:.3f} uohm cm")
print(f"no lattice drag, p=0.9n: dj/dt per field = {slope:.3e} A m^-1 V^-1 s^-1")
print(f"lattice times x1000: lattice part = {rho_lat/1000/u:.5f} uohm cm")
for Tc in (10.0, 20.0):
    print(f"  friction part at {Tc:.0f} K = "
          f"{eta_low_T(Tc, me, mh, kF)/(n*e)**2/u:.5f} uohm cm")
print("NEGLECTED EFFECTS")
print(f"thermal smearing at 300 K: eta/T^2 formula = {smear_ratio:.4f}")
print(f"umklapp drag eta added to each pocket: rho = {rho_umklapp/u:.3f} uohm cm")
print(f"both masses +20 %: eta changes by factor {mass_ratio:.3f}")
print(f"mean free paths {mfp_e*1e9:.1f}, {mfp_h*1e9:.1f} nm; "
      f"{film*1e9:.0f} nm film, rough surface factor {surface:.2f}")
print(f"golden-rule coupling (hole DOS x W(0)) = {coupling:.3f}")
print(f"kT = {kB*T/e:.4f} eV; plasma energy = {plasma:.2f} eV")
print(f"mean free path = 1/kF at rho about {rho_limit/u:.0f} uohm cm")
print("all assertions hold")
```

Running it gives:

```
LATTICE GAS (dimensionless; friction 1 = electron lattice drag)
states per pocket 149; collision invariants 5
friction: lower bound, full, drifted bound (n=p); full (n!=p); /lattice value
        1: 3.237, 3.273, 3.333; 3.617
       10: 23.37, 23.42, 23.7; 12.41
      100: 224.7, 224.8, 227.4; 18.31
    10000: 2.237e+04, 2.237e+04, 2.263e+04; 19.36
n!=p: hole/electron density 0.617, ceiling/lattice value 19.37
n=p, same-pocket collisions only, strength 1e4: 1.0704
FRICTION TESTS
Monte Carlo/quadrature at 1473 K: 0.9974 +- 0.0024
quadrature/T^2 formula at 10 K: 0.9984
RU-LIKE MODEL (rough round parameters)
n = p = 1.00e+22 cm^-3; masses 2.0, 2.5 m0; T = 300 K
lattice times 60, 50 fs
kF = 6.665 nm^-1; screening wavenumber = 26.86 nm^-1
Fermi energies 0.846, 0.677 eV
Fermi temperatures 9821, 7856 K
a_e = 3.036e+11, a_h = 4.555e+11, eta = 1.782e+10 kg m^-3 s^-1
lattice resistivity = 7.097 uohm cm
friction resistivity = 0.694 uohm cm
total resistivity = 7.791 uohm cm = 7.791e-08 ohm m
friction coefficient = 7.712e-06 uohm cm K^-2
at j = 1 MA/cm^2: E = 7.791 V/cm
v_e = -3.745 m/s; v_h = 2.497 m/s; v_h-v_e = 6.242 m/s
heat shares electron drag, hole drag, friction: 54.65, 36.44, 8.91 %
eta multiplier: rho for p=n; rho for p=0.9n (uohm cm)
       1: 7.791; 8.146
      10: 14.04; 14.9
     100: 76.51; 80.72
    1000: 701.2; 599.7
   10000: 6948; 2034
saturation for p=0.9n = 2779.8 uohm cm
no lattice drag, p=n: rho = 0.694 uohm cm
no lattice drag, p=0.9n: dj/dt per field = 6.630e+17 A m^-1 V^-1 s^-1
lattice times x1000: lattice part = 0.00710 uohm cm
  friction part at 10 K = 0.00077 uohm cm
  friction part at 20 K = 0.00308 uohm cm
NEGLECTED EFFECTS
thermal smearing at 300 K: eta/T^2 formula = 0.9518
umklapp drag eta added to each pocket: rho = 8.152 uohm cm
both masses +20 %: eta changes by factor 1.500
mean free paths 23.1, 15.4 nm; 20 nm film, rough surface factor 1.43
golden-rule coupling (hole DOS x W(0)) = 0.556
kT = 0.0259 eV; plasma energy = 3.52 eV
mean free path = 1/kF at rho about 913 uohm cm
all assertions hold
```
